\section*{Callaway's drift correction to the relaxation-time thermal conductivity of phonons}

\section{What normal scattering relaxes toward}

Q: In the relaxation-time picture I add the rates of all scattering processes, and the phonons relax to the Bose distribution. Why treat normal processes differently?

A: Because they cannot remove a drift of the phonon gas, so a gas that carries net crystal momentum is not returned by them to the Bose distribution at rest. Label a mode by $\lambda=(\mathbf q,s)$, with $\mathbf q$ in the first Brillouin zone, angular frequency $\omega$ and group velocity $\mathbf v$. A normal process, such as $1+2\leftrightarrow3$, satisfies
\begin{equation}
\omega_1+\omega_2=\omega_3,\qquad \mathbf q_1+\mathbf q_2=\mathbf q_3 .
\end{equation}
An umklapp process changes the second sum by a reciprocal lattice vector. Forward and backward normal rates balance when $n_1n_2(1+n_3)=(1+n_1)(1+n_2)n_3$, that is, when
\begin{equation}
\frac{n_1}{1+n_1}\,\frac{n_2}{1+n_2}=\frac{n_3}{1+n_3}.
\end{equation}
The displaced Bose distribution
\begin{equation}
n_u=\frac{1}{\exp[\hbar(\omega-\mathbf q\cdot\mathbf u)/k_BT]-1}
\end{equation}
has $n_u/(1+n_u)=\exp[-\hbar(\omega-\mathbf q\cdot\mathbf u)/k_BT]$. The exponents add correctly by the two conservation laws, so the balance holds for any drift velocity $\mathbf u$ with $\mathbf q\cdot\mathbf u<\omega$ in every mode, the condition that keeps $n_u$ positive. Normal scattering therefore leaves a drifting phonon gas alone.

Q: That shows where normal scattering stops. It does not show how the gas gets there.

A: Correct, and conservation alone does not supply it. Callaway's model assumes that normal processes relax $n$ toward $n_u$ at a rate $1/\tau_N$, and that resistive processes relax it toward the undisplaced $n_0$ at a rate $1/\tau_R$. Both rates may depend on the mode. In a steady, weak temperature gradient,
\begin{equation}
\mathbf v\cdot\nabla T\,\frac{\partial n_0}{\partial T}
=-\frac{n-n_u}{\tau_N}-\frac{n-n_0}{\tau_R}.
\label{bte}
\end{equation}
On the left, $\nabla n$ has been replaced by $\nabla n_0$, which is right to first order in the gradient. I also assume that $\omega$ and both rates are even in $\mathbf q$, so that $\mathbf v$ is odd.

\section{Fixing the drift velocity}

Q: You have introduced an unknown $\mathbf u$. What stops you from choosing it to suit the answer?

A: Normal collisions must not change the total crystal momentum:
\begin{equation}
\sum_\lambda \hbar\mathbf q\,\frac{n-n_u}{\tau_N}=0 .
\label{mom}
\end{equation}
These are three equations for three components of $\mathbf u$. To use them, expand the Bose function. With $y=\hbar\omega/k_BT$,
\begin{equation}
\frac{d}{dy}\frac1{e^y-1}=-\frac{e^y}{(e^y-1)^2}=-w,\qquad w=n_0(n_0+1).
\end{equation}
The drift changes $y$ by $-\hbar\mathbf q\cdot\mathbf u/k_BT$, and $\partial y/\partial T=-\hbar\omega/k_BT^2$. Hence
\begin{equation}
\delta\equiv n_u-n_0=w\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT},
\qquad
\frac{\partial n_0}{\partial T}=w\frac{\hbar\omega}{k_BT^2}.
\label{lin}
\end{equation}
The first relation needs $|\hbar\mathbf q\cdot\mathbf u|$ small against both $\hbar\omega$ and $k_BT$.

Write $g=n-n_0$, $A=\mathbf v\cdot\nabla T\,\partial n_0/\partial T$ and $1/\tau_C=1/\tau_N+1/\tau_R$. Since $n-n_u=g-\delta$, equation~(\ref{bte}) becomes $A=-g/\tau_C+\delta/\tau_N$, so
\begin{align}
g&=\tau_C\left(\frac{\delta}{\tau_N}-A\right),\label{g}\\
g-\delta&=\tau_C\left(\frac{\delta}{\tau_N}-\frac{\delta}{\tau_C}-A\right)
=-\tau_C\left(A+\frac{\delta}{\tau_R}\right).\label{gd}
\end{align}
Put (\ref{gd}) and (\ref{lin}) into (\ref{mom}), and drop the common factor $-\hbar$:
\begin{equation}
\sum_\lambda \mathbf q\,\frac{\tau_C}{\tau_N}\,w
\left[\frac{\hbar\omega}{k_BT^2}\mathbf v\cdot\nabla T
+\frac{\hbar\,\mathbf q\cdot\mathbf u}{k_BT\,\tau_R}\right]=0 .
\end{equation}
Multiplying by $k_BT/\hbar$ gives
\begin{equation}
\frac{B\,\nabla T}{T}+M\mathbf u=0,\qquad
\mathbf u=-\frac1T M^{-1}B\,\nabla T,
\label{u}
\end{equation}
with the $3\times3$ matrices
\begin{equation}
B=\sum_\lambda w\frac{\tau_C}{\tau_N}\,\omega\,\mathbf q\mathbf v^{\mathsf T},
\qquad
M=\sum_\lambda w\frac{\tau_C}{\tau_N\tau_R}\,\mathbf q\mathbf q^{\mathsf T}.
\end{equation}

Q: Normal collisions also conserve energy. You have no parameter left for that.

A: None is needed here. Every term of $n-n_u$ in (\ref{gd}) is odd in $\mathbf q$, while $\hbar\omega/\tau_N$ is even, so $\sum\hbar\omega(n-n_u)/\tau_N=0$ to first order. The resistive energy loss vanishes for the same reason. A deviation even in $\mathbf q$, such as local heating, would need a separate condition to define the local temperature.

\section{The heat flux and the sign of the correction}

Q: Then what does the drift do to the conductivity? A mode can have $\mathbf q\cdot\mathbf v<0$, so I see no reason for a definite sign.

A: Let $V$ be the crystal volume and define $\kappa$ by $\mathbf J=-\kappa\nabla T$. The distribution $n_0$ carries no flux because $\omega\mathbf v$ is odd. From (\ref{g}),
\begin{align}
\mathbf J&=\frac1V\sum_\lambda\hbar\omega\mathbf v\,g\nonumber\\
&=-\frac{\hbar^2}{k_BT^2V}\sum_\lambda w\omega^2\tau_C\,
\mathbf v(\mathbf v\cdot\nabla T)
+\frac{\hbar^2}{k_BTV}\sum_\lambda w\frac{\tau_C}{\tau_N}\,
\omega\mathbf v(\mathbf q\cdot\mathbf u).
\end{align}
The last sum is $B^{\mathsf T}\mathbf u$: the matrix that drives the drift also converts it to heat flux. Inserting (\ref{u}) gives $\kappa=\kappa_C+\kappa_D$, where
\begin{equation}
\kappa_C=\frac{\hbar^2}{k_BT^2V}\sum_\lambda w\omega^2\tau_C\,
\mathbf v\mathbf v^{\mathsf T},
\qquad
\kappa_D=\frac{\hbar^2}{k_BT^2V}\,B^{\mathsf T}M^{-1}B .
\label{main}
\end{equation}
The first term is the single-mode result, in which normal events count as fully resistive. For the second, take any direction $\mathbf e$:
\begin{equation}
\mathbf e^{\mathsf T}\kappa_D\mathbf e
=\frac{\hbar^2}{k_BT^2V}(B\mathbf e)^{\mathsf T}M^{-1}(B\mathbf e)\ge0 .
\end{equation}
The inequality holds because $\mathbf a^{\mathsf T}M\mathbf a=\sum w\,\tau_C(\mathbf a\cdot\mathbf q)^2/(\tau_N\tau_R)>0$ for every nonzero $\mathbf a$, provided the modes with both rates positive have wavevectors that span space. The inverse of a positive definite matrix is positive definite. Modes with $\mathbf q\cdot\mathbf v<0$ can reduce $B$, or reverse its sign, but $B$ enters twice. The correction vanishes along $\mathbf e$ only if $B\mathbf e=0$.

Q: What if there is no resistive scattering at all?

A: Then $M=0$ and the formula fails for a physical reason. Multiply all $\tau_R$ by a large factor $s$. The ratio $\tau_C/\tau_N$ tends to one, $B$ tends to a constant, and $M$ falls as $1/s$. If that limiting $B$ is nonzero, $\kappa_D$ grows as $s$: nothing stops the drift.

\section{How large can the conductivity be?}

Q: A positive correction could still be too large. Could adding normal scattering raise the conductivity above its value without normal scattering?

A: Not in this model. Set $g=w\varphi$ and $\mathbf c=\hbar\mathbf u/k_BT$, so that $\delta=w\,\mathbf q\cdot\mathbf c$. The normal loss is
\begin{equation}
(N\varphi)_\lambda=\frac{w}{\tau_N}(\varphi-\mathbf q\cdot\mathbf c),
\qquad
\sum_\lambda\frac{w}{\tau_N}\mathbf q(\varphi-\mathbf q\cdot\mathbf c)=0 .
\end{equation}
With $G=\sum w\,\mathbf q\mathbf q^{\mathsf T}/\tau_N$, the condition gives $\mathbf c=G^{-1}\sum w\mathbf q\varphi/\tau_N$, and for two deviations $\psi,\varphi$
\begin{equation}
\psi^{\mathsf T}N\varphi=\sum_\lambda\frac{w\psi\varphi}{\tau_N}
-\left(\sum_\lambda\frac{w\mathbf q\psi}{\tau_N}\right)^{\!\mathsf T}
G^{-1}\left(\sum_\lambda\frac{w\mathbf q\varphi}{\tau_N}\right).
\end{equation}
This is symmetric. For $\psi=\varphi$, write one factor as $\varphi=(\varphi-\mathbf q\cdot\mathbf c)+\mathbf q\cdot\mathbf c$; the second piece drops out by momentum conservation. Therefore
\begin{equation}
0\le\varphi^{\mathsf T}N\varphi
=\sum_\lambda\frac{w}{\tau_N}(\varphi-\mathbf q\cdot\mathbf c)^2
\le\sum_\lambda\frac{w\varphi^2}{\tau_N}.
\label{Nbounds}
\end{equation}
The upper bound follows because the subtracted term is nonnegative.

Let $R$ be the diagonal matrix $w/\tau_R$, with all resistive rates positive, and let $X_\lambda=w\omega\,\mathbf v\cdot\mathbf e$. For a gradient along $\mathbf e$, (\ref{bte}) reads $(R+N)\varphi=-(\hbar/k_BT^2)|\nabla T|X$, and $\mathbf e\cdot\mathbf J=(\hbar/V)X^{\mathsf T}\varphi$. Thus
\begin{equation}
\mathbf e^{\mathsf T}\kappa\mathbf e
=\frac{\hbar^2}{k_BT^2V}X^{\mathsf T}(R+N)^{-1}X .
\end{equation}
For a positive definite symmetric $K$, put $\varphi=K^{-1}X+\eta$. Then
\begin{equation}
2X^{\mathsf T}\varphi-\varphi^{\mathsf T}K\varphi
=X^{\mathsf T}K^{-1}X-\eta^{\mathsf T}K\eta ,
\end{equation}
whose maximum is $X^{\mathsf T}K^{-1}X$. A larger quadratic form $K$ gives a smaller maximum. By (\ref{Nbounds}), along every direction,
\begin{equation}
\kappa_C\le\kappa\le\kappa_R,
\end{equation}
where $\kappa_R$ is the conductivity with normal scattering removed. Multiplying all normal rates by a factor above one enlarges $N$ and cannot raise $\kappa$.

Q: So normal scattering conserves momentum and still reduces heat flow?

A: It can, in two ways. It redistributes the deviation among modes, and some of these may lose momentum faster. With dispersion, or with branches of different speeds, some modes also carry less heat for the same crystal momentum, so the heat flow can fall even when every mode loses momentum at the same rate. If normal scattering is very slow, $B$ and $M$ are both proportional to the normal rate. Then $\kappa_D$ is too, and $\kappa\to\kappa_R$. If it is very fast, $\tau_C\to0$ and $\tau_C/\tau_N\to1$, leaving
\begin{equation}
\kappa_Z=\frac{\hbar^2}{k_BT^2V}B_0^{\mathsf T}M_0^{-1}B_0,\quad
B_0=\sum_\lambda w\omega\mathbf q\mathbf v^{\mathsf T},\quad
M_0=\sum_\lambda\frac{w}{\tau_R}\mathbf q\mathbf q^{\mathsf T}.
\end{equation}
This is also a lower bound on $\kappa$. A trial $\varphi=\mathbf a\cdot\mathbf q$ has $N\varphi=0$, and maximizing over $\mathbf a$ gives $\kappa_Z$.

\section{The Debye case}

Q: Can the matrices be reduced to something I can evaluate?

A: Take three branches with one speed $v$, $\omega=vq$, isotropic rates and Debye temperature $\theta$. Replace the sum by $3V\int d^3q/(2\pi)^3$. The angular average of $\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T}$ is one third of the unit matrix, which cancels the factor three. With $x=\hbar\omega/k_BT$, define
\begin{equation}
\langle f\rangle=\int_0^{\theta/T}\frac{x^4e^x}{(e^x-1)^2}f\,dx,
\qquad S=\frac{(k_BT)^5}{2\pi^2\hbar^5v^3}.
\end{equation}
The factor $S$ collects $q^2dq=(k_BT/\hbar v)^3x^2dx$, $\omega^2=(k_BT/\hbar)^2x^2$ and $4\pi/(2\pi)^3=1/2\pi^2$. Since $\omega\mathbf q\mathbf v^{\mathsf T}=\omega^2\hat{\mathbf q}\hat{\mathbf q}^{\mathsf T}$ and $q^2=\omega^2/v^2$,
\begin{equation}
B=VS\left\langle\frac{\tau_C}{\tau_N}\right\rangle,\qquad
M=\frac{VS}{v^2}\left\langle\frac{\tau_C}{\tau_N\tau_R}\right\rangle,
\end{equation}
each times the unit matrix. With $P=\hbar^2v^2S/k_BT^2=k_B^4T^3/(2\pi^2\hbar^3v)$,
\begin{equation}
\kappa=P\left[\langle\tau_C\rangle+
\frac{\langle\tau_C/\tau_N\rangle^2}{\langle\tau_C/(\tau_N\tau_R)\rangle}\right],
\quad
\mathbf u=-\frac{v^2\nabla T}{T}
\frac{\langle\tau_C/\tau_N\rangle}{\langle\tau_C/(\tau_N\tau_R)\rangle}.
\end{equation}

Q: Show me numbers, with a case where the correction matters.

A: Use a model with $v=5000$ m/s, $\theta=400$ K, $L=1$ mm and
\begin{equation}
\frac1{\tau_N}=B_N\omega^2T^3,\qquad
\frac1{\tau_R}=\frac vL+A_m\omega^4+B_U\omega^2Te^{-\theta/3T},
\end{equation}
where $A_m=10^{-45}$ s$^3$, $B_N=10^{-22}$ s/K$^3$ and $B_U=10^{-18}$ s/K. The resistive terms represent boundaries, mass disorder and umklapp scattering. The values are illustrative and not fitted to a particular crystal. At 20 K and $x=4$, the normal rate is $8.8\times10^7$ s$^{-1}$ and the resistive rate $2.0\times10^7$ s$^{-1}$. Adding them treats the more frequent process as a loss of momentum.

The integrals give
\begin{align}
\kappa_C&=(2.511\times10^9)(3.556\times10^{-7})=893,\\
\kappa_D&=(2.511\times10^9)\frac{(19.33)^2}{1.298\times10^9}=723
\end{align}
in W/(m\,K), hence $\kappa=1616$ W/(m\,K). The drift supplies 45\% of the total. For a gradient of $+100$ K/m,
\begin{equation}
u=-\frac{(5000)^2(100)}{20}\,\frac{19.33}{1.298\times10^9}
=-1.86\ \text{m/s}.
\end{equation}
The minus sign means drift toward the cold side. Here $|u|/v=3.7\times10^{-4}$, so $|\mathbf q\cdot\mathbf u|\ll\omega$; the populated modes also satisfy the condition against $k_BT$.

The conductivities in W/(m\,K) at four temperatures are:

\begin{center}
\begin{tabular}{rrrrrr}
$T$/K & $\kappa_C$ & $\kappa_D$ & $\kappa$ & $\kappa_R$ & $\kappa_Z$\\
10 & 849 & 246 & 1096 & 1182 & 851\\
20 & 893 & 723 & 1616 & 3726 & 786\\
40 & 278 & 227 & 506 & 1255 & 282\\
80 & 66 & 86 & 152 & 277 & 113
\end{tabular}
\end{center}

The bounds hold in every row. Neither lower bound is always the better one: $\kappa_C$ exceeds $\kappa_Z$ at 20 K and lies below it at 80 K. At 80 K the correction is larger than the term it corrects.

Q: You derived and evaluated the same linear formula. Does it survive without the expansion?

A: At 20 K, the momentum condition was also solved with the full displaced Bose function on a three-dimensional set of modes, at a very small gradient. It gives 1616 W/(m\,K), and the test requires agreement to one part in $10^6$. This checks the linear response, not the response to a large gradient.

\section{When normal scattering drops out}

Q: If normal processes only exchange momentum, should there not be a case where they have no effect on $\kappa$?

A: There is. In the Debye model let $\tau_R$ be the same for all modes. Then $\langle\tau_C/(\tau_N\tau_R)\rangle=\langle\tau_C/\tau_N\rangle/\tau_R$, and
\begin{equation}
\kappa=P\left\langle\tau_C+\tau_R\frac{\tau_C}{\tau_N}\right\rangle
=P\left\langle\tau_R\tau_C\left(\frac1{\tau_R}+\frac1{\tau_N}\right)\right\rangle
=P\tau_R\langle1\rangle=\kappa_R ,
\end{equation}
for any positive $\tau_N(\omega)$. With $1/\tau_R=2\times10^7$ s$^{-1}$ at 20 K, $\kappa_C=681$ and $\kappa_D=2580$ W/(m\,K), which sum to $\kappa_R=3262$ W/(m\,K) before rounding. The single-mode formula misses about four fifths of the conductivity here.

Q: Is that a general law for constant $\tau_R$?

A: No. Without normal scattering, the deviation is $\varphi\propto\tau_R\,\omega\,\mathbf v\cdot\mathbf e$. Normal scattering leaves it alone if it has the form $\mathbf a\cdot\mathbf q$. For constant $\tau_R$ this requires $\omega\mathbf v\cdot\mathbf e=\mathbf a\cdot\mathbf q$ with the same $\mathbf a$ for all modes, as happens when every branch has $\omega=vq$ with one common speed. Branches with different speeds break that relation, and lattice dispersion generally does too. On a lattice with low-symmetry springs and 512 modes, with $1/\tau_R=0.1$ and $T=0.7$ in reduced units and one choice of normal rates, the trace of $\kappa$ is 0.68 of the trace of $\kappa_R$. The ratio depends on the rates: it tends to one as normal scattering slows and falls toward the ratio for $\kappa_Z$ as it speeds up.

The same lattice, now with mode-dependent resistive rates, tests the tensor result. In units with $\hbar=k_B=1$ and unit cell volume, the eigenvalues of $\kappa_D$ are 0.0070, 0.0093 and 0.0130, all positive. The formula agrees with both the nonlinear momentum solution and direct inversion of the collision matrix, to within $10^{-6}$ and $10^{-9}$ of the largest tensor element, respectively.

Q: Where would you stop trusting the model?

A: Where its two relaxation rates are a poor substitute for the actual collisions between modes, or where the drift varies across the sample. The term $v/L$ spreads boundary loss uniformly through the volume, so it cannot describe a drift that is fast at the centre of a rod and slow at its walls. The 20 K example is such a case: at $x=4$ the normal mean free path $v\tau_N$ is about 57 $\mu$m, far below $L$, so its numbers illustrate the formula and do not predict a real rod. The bound $\kappa\le\kappa_R$ also rests on this uniform loss. In a real rod with weak internal resistive scattering, frequent normal scattering can shield phonons from the walls (Poiseuille flow) and raise the conductivity above the boundary-limited value. The nonnegative sign in (\ref{main}) is a theorem about Callaway's collision model; the accuracy of that model for a given crystal is a separate question.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Debye model inputs
speed = 5000 m/s; theta = 400 K; L = 1 mm
A = 1.0e-45 s^3; B_N = 1.0e-22 s/K^3; B_U = 1.0e-18 s/K
At T = 20 K, mode x = 4:
omega = 1.0474e+13 rad/s
normal rate = 8.7757e+07 1/s
resistive rate = 1.9825e+07 1/s
boundary part = 5.0000e+06 1/s
mass-disorder part = 1.2033e+07 1/s
umklapp part = 2.7921e+06 1/s
Integrals and conductivity at 20 K:
upper limit theta/T = 20.0
P = 2.51128e+09 W/(m K s)
<tau_C> = 3.55560e-07 s
<tau_C/tau_N> = 19.33418 (dimensionless)
<tau_C/(tau_N tau_R)> = 1.29770e+09 1/s
kappa_C = 892.91 W/(m K)
kappa_D = 723.39 W/(m K)
kappa = 1616.30 W/(m K)
kappa from 3D root solution = 1616.30 W/(m K)
drift velocity at +100 K/m = -1.8624 m/s
|drift|/speed = 3.725e-04
Table, conductivities in W/(m K); last column dimensionless
T/K   kappa_C   kappa_D   kappa   kappa_R   kappa_Z   kappa_D/kappa
10  849.48  246.43  1095.91  1181.74  851.19  0.2249
20  892.91  723.39  1616.30  3726.49  785.65  0.4476
40  278.41  227.26  505.67  1255.17  282.17  0.4494
80  65.70  85.88  151.58  276.51  112.67  0.5666
Limits at 20 K, normal rate rescaled:
factor 1e-6: kappa = 3726.48 W/(m K)
factor 1e+6: kappa = 785.65 W/(m K)
Mode-independent resistive rate 2e7 1/s at 20 K:
kappa_C = 681.13; kappa_D = 2580.44 W/(m K)
kappa = 3261.57; kappa_R = 3261.57 W/(m K)
Lattice: 512 modes, T = 0.7 (reduced units)
kappa_C eigenvalues = 0.02984, 0.04440, 0.06207 (reduced units)
kappa_D eigenvalues = 0.00697, 0.00927, 0.01300 (reduced units)
kappa eigenvalues = 0.03734, 0.05326, 0.07494 (reduced units)
kappa_R eigenvalues = 0.14360, 0.21409, 0.29777 (reduced units)
kappa_Z eigenvalues = 0.00890, 0.01214, 0.01799 (reduced units)
root vs formula, max difference = 1.4e-10 (reduced units)
constant tau_R on lattice: trace kappa/kappa_R = 0.68272
\end{verbatim}
